# Attraction Integrals for a Gaussian Nucleus and the Contact Limit

## The finite nucleus in a Gaussian basis

An electron in an s state has a nonzero probability density at the nucleus. A point nucleus gives it a potential energy that diverges there, whereas a real nucleus spreads its charge over a few femtometres and keeps the potential finite. The difference is confined to a tiny volume, yet it shifts the energy. A calculation in a Gaussian basis can include it if the attraction integrals with the extended charge are as easy to evaluate as those with a point charge.

They are, for a Gaussian charge density. The point-charge formulas survive with two changes: the argument of each Boys function is reduced, and each function acquires a factor. Changing the argument alone gives a wrong integral.

Hartree atomic units are used except where a unit is stated. The nucleus is fixed at $\mathbf C$ and has charge $Z$; $s$ is the distance from $\mathbf C$. Integrals are first written for unit positive charge, and multiplication by $-Z$ gives the electron's attraction energy.

## The charge model and its potential

The normalized density is

$$\rho(s)=\left(\frac{\xi}{\pi}\right)^{3/2}e^{-\xi s^2}.$$

To relate $\xi$ to the rms radius $r$, start from $N(\xi)=\int e^{-\xi s^2}d^3s=(\pi/\xi)^{3/2}$. Differentiation with respect to $\xi$ brings down $-s^2$, so

$$r^2=\langle s^2\rangle=-\frac{d\ln N}{d\xi}=\frac{3}{2\xi},\qquad \xi=\frac{3}{2r^2}.$$

The potential at $s$ has two parts. Charge inside radius $s$ acts as if it were at the centre; each outer shell of radius $s'$ contributes its charge divided by $s'$:

$$v(s)=\frac1s\int_0^s4\pi s'^2\rho(s')\,ds'+\int_s^\infty4\pi s'\rho(s')\,ds'.$$

Integration by parts gives

$$\int_0^s s'^2e^{-\xi s'^2}ds'=-\frac{s\,e^{-\xi s^2}}{2\xi}+\frac{\sqrt\pi}{4\xi^{3/2}}\operatorname{erf}(\sqrt\xi\,s).$$

Multiplied by $4\pi(\xi/\pi)^{3/2}=4\xi^{3/2}/\sqrt\pi$ and divided by $s$, the inner part is $\operatorname{erf}(\sqrt\xi s)/s-2\sqrt{\xi/\pi}\,e^{-\xi s^2}$. The outer part is $+2\sqrt{\xi/\pi}\,e^{-\xi s^2}$. The exponentials cancel:

$$v(s)=\frac{\operatorname{erf}(\sqrt\xi\,s)}{s}=\frac{2}{\sqrt\pi}\int_0^{\sqrt\xi}e^{-u^2s^2}du.$$

The last form follows from the definition of the error function with its integration variable written as $us$. At the centre $v(0)=2\sqrt{\xi/\pi}$, which is finite. For a point charge the upper limit is infinity and the integral equals $1/s$. The nuclear size therefore enters as a cutoff on $u$.

## The integral over two s functions

Let two unnormalized s Gaussians have exponents $a,b$ and centres $\mathbf A,\mathbf B$. Completing the square turns their product into one Gaussian, $K e^{-p|\mathbf x-\mathbf P|^2}$, with

$$p=a+b,\quad \mathbf P=\frac{a\mathbf A+b\mathbf B}{p},\quad K=e^{-ab|\mathbf A-\mathbf B|^2/p}.$$

Write $R=|\mathbf P-\mathbf C|$. The factor $e^{-u^2s^2}$ is another Gaussian, centred on $\mathbf C$. Completing the square again gives

$$\int e^{-p|\mathbf x-\mathbf P|^2-u^2|\mathbf x-\mathbf C|^2}d^3x=\left(\frac{\pi}{p+u^2}\right)^{3/2}\exp\left(-\frac{pu^2R^2}{p+u^2}\right).$$

The required integral is consequently

$$I=\frac{2K}{\sqrt\pi}\int_0^{\sqrt\xi}\left(\frac{\pi}{p+u^2}\right)^{3/2}\exp\left(-\frac{pu^2R^2}{p+u^2}\right)du.$$

Substitute $t=u/\sqrt{p+u^2}$. Then

$$\frac{dt}{du}=\frac{1}{(p+u^2)^{1/2}}-\frac{u^2}{(p+u^2)^{3/2}}=\frac{p}{(p+u^2)^{3/2}}.$$

The power of $p+u^2$ in the integrand is absorbed by $dt$, and the constants combine to $2\pi/p$. The upper limit becomes $\sqrt\tau$, where

$$\tau=\frac{\xi}{p+\xi},\qquad I=\frac{2\pi}{p}K\int_0^{\sqrt\tau}e^{-pR^2t^2}dt.$$

The Boys functions are $F_m(x)=\int_0^1y^{2m}e^{-xy^2}dy$. Setting $t=\sqrt\tau\,y$ restores the unit interval:

$$\boxed{I=\frac{2\pi}{p}K\sqrt\tau\,F_0(p\tau R^2)}$$

The factor $\sqrt\tau$ comes from $dt$, and the reduced argument comes from $t^2$. Both belong to the same rescaling. The effective exponent $p\tau=p\xi/(p+\xi)$ obeys $1/(p\tau)=1/p+1/\xi$: the squared widths of the electron distribution and the nucleus add.

Three limits check the expression.

- For $\xi\to\infty$, $\tau\to1$ and the point-charge integral returns.
- For large $p\tau R^2$, $F_0(x)\approx\tfrac12\sqrt{\pi/x}$. The two factors of $\sqrt\tau$ cancel, leaving $I\approx K(\pi/p)^{3/2}/R$. Well-separated charge distributions do not reveal their widths.
- For a very broad nucleus, $\xi\ll p$ and $\xi R^2\ll1$, one has $\sqrt\tau\approx\sqrt{\xi/p}$ and $F_0\approx1$. Then $I\approx K(\pi/p)^{3/2}\,2\sqrt{\xi/\pi}$, the overlap times the central potential.

## Higher angular momentum

Cartesian Gaussians carry powers of $x-A_x$, $x-B_x$ and their counterparts along $y$ and $z$. At fixed $u$, the combined Gaussian has exponent $p+u^2$. Since $1-t^2=p/(p+u^2)$, its centre and its variance along each axis are

$$\mathbf Q=\frac{p\mathbf P+u^2\mathbf C}{p+u^2}=\mathbf P-t^2(\mathbf P-\mathbf C),\qquad \sigma^2=\frac{1}{2(p+u^2)}=\frac{1-t^2}{2p}.$$

Let $M_{ij}=\langle(x-A_x)^i(x-B_x)^j\rangle$ be the average over this normalized Gaussian. To raise $i$, write $x-A_x=(Q_x-A_x)+(x-Q_x)$. Integration by parts gives $\langle(x-Q_x)f\rangle=\sigma^2\langle f'\rangle$, hence

$$M_{i+1,j}=(Q_x-A_x)M_{ij}+\sigma^2\left(iM_{i-1,j}+jM_{i,j-1}\right).$$

Now define auxiliary integrals $[i|j]^{(m)}$ by inserting $t^{2m}$ and the moments into the $t$ integral. The powers along $y$ and $z$ stay fixed and are not written. Each $t^2$ in $Q_x$ or $\sigma^2$ raises $m$ by one:

$$\begin{aligned}[i+1|j]^{(m)}={}&(P_x-A_x)[i|j]^{(m)}-(P_x-C_x)[i|j]^{(m+1)}\\&+\frac{i}{2p}\left([i-1|j]^{(m)}-[i-1|j]^{(m+1)}\right)\\&+\frac{j}{2p}\left([i|j-1]^{(m)}-[i|j-1]^{(m+1)}\right).\end{aligned}$$

To raise $j$ instead, replace $P_x-A_x$ by $P_x-B_x$. The other axes work in the same way. None of these coefficients contains $\xi$. The nuclear model enters through the starting values, in which all powers are zero:

$$[0|0]^{(m)}=\frac{2\pi}{p}K\int_0^{\sqrt\tau}t^{2m}e^{-pR^2t^2}dt=\frac{2\pi}{p}K\,\tau^{m+1/2}F_m(p\tau R^2).$$

The power $\tau^{m+1/2}$ consists of $\tau^m$ from $t^{2m}$ and $\sqrt\tau$ from $dt$. A point-charge routine that starts this recursion from Boys functions therefore needs the replacement $F_m(pR^2)\to\tau^{m+1/2}F_m(p\tau R^2)$ and no change in its recursion.

## Algorithm and evaluation of the Boys functions

1. Compute $p$, $\mathbf P$, $K$, $R^2$ and $\tau$; use $\tau=1$ for a point charge.
2. Evaluate $F_m(p\tau R^2)$ for $m=0,\ldots,L$, where $L$ is the sum of all Cartesian powers.
3. Form the starting values, apply the recursion until the desired powers are reached at $m=0$, and multiply by $-Z$.

For step 2, put $w=xy^2$ in the definition of $F_m$:

$$F_m(x)=\frac{1}{2x^{m+1/2}}\int_0^xw^{m-1/2}e^{-w}dw.$$

This is an incomplete gamma function divided by a power of $x$. At $x=0$ it has the form $0/0$, so for $x<10^{-8}$ the series $1/(2m+1)-x/(2m+3)$ is used. The first omitted term, $x^2/[2(2m+5)]$, bounds the truncation error of this alternating series. It is below $10^{-17}$ in that range.

## A worked integral

Take $r=1$ bohr, deliberately far larger than a nucleus, so that $\xi=1.5$ bohr$^{-2}$. The exponents are $a=0.9$ and $b=0.5$ bohr$^{-2}$, and the centres in bohr are

$$\mathbf A=(0,0,0),\quad \mathbf B=(0.6,-0.4,0.8),\quad \mathbf C=(-0.5,0.7,0.3).$$

Then $p=1.4$ bohr$^{-2}$ and $\mathbf P=(0.5/1.4)\mathbf B=(0.2143,-0.1429,0.2857)$ bohr. With $|\mathbf A-\mathbf B|^2=1.16$ bohr$^2$,

$$K=e^{-0.45\times1.16/1.4}=0.68876,\qquad R^2=1.22082\ \text{bohr}^2.$$

The nuclear parameter is $\tau=1.5/2.9=0.51724$, with $\sqrt\tau=0.71919$. The Boys argument falls from $pR^2=1.70914$ to $p\tau R^2=0.88404$, and $F_0$ rises from 0.63418 to 0.76949. In atomic units,

$$I_{\rm point}=\frac{2\pi}{1.4}(0.68876)(0.63418)=1.9603,$$

$$I_{\rm Gauss}=\frac{2\pi}{1.4}(0.68876)(0.71919)(0.76949)=1.7107.$$

Spreading the charge lowers the integral by 12.7% of its point value. Omitting $\sqrt\tau$ would give 2.3786, which is 39% above the correct result and even above the point value. That is impossible here: $\operatorname{erf}(\sqrt\xi s)<1$ makes $v(s)<1/s$ everywhere, and the product of two s functions is positive.

No such ordering holds when the product changes sign. The $p_x|p_z$ integral changes from $-0.06625$ for the point charge to $-0.10333$ for the Gaussian charge, so its magnitude grows. Tests against three-dimensional quadrature of the defining integrand, for both charge models and up to a $d|d$ pair, hold within an absolute tolerance of $10^{-8}$.

## The small-nucleus limit

For real nuclear radii the two integrals nearly coincide, and their difference is the quantity of interest. Consider first any spherical charge distribution, built from thin shells. A unit shell of radius $q$ has potential $1/q$ inside and $1/s$ outside, so $1/s-v$ equals $1/s-1/q$ for $s<q$ and vanishes beyond. Its first two radial integrals are

$$4\pi\int_0^q\left(s-\frac{s^2}{q}\right)ds=\frac{2\pi q^2}{3},\qquad 4\pi\int_0^q\left(s^2-\frac{s^3}{q}\right)ds=\frac{\pi q^3}{3}.$$

Averaging over the shells replaces $q^2$ and $q^3$ by moments of the charge density:

$$\int\left(\frac1s-v\right)d^3s=\frac{2\pi}{3}\langle s^2\rangle,\qquad \int s\left(\frac1s-v\right)d^3s=\frac{\pi}{3}\langle s^3\rangle.$$

If the electron density is nearly constant across the nucleus, the first integral gives the contact formula

$$\Delta E\approx\frac{2\pi}{3}Zr^2|\psi(0)|^2.$$

The shift is positive because the extended charge attracts less strongly. At this order it depends on the nuclear charge distribution through $r$ alone.

For a nonrelativistic one-electron ion, $|\psi|^2=(Z^3/\pi)e^{-2Zs}$, so $\Delta E\approx\tfrac23Z^4r^2$. The expansion $e^{-2Zs}\approx1-2Zs$ brings in the second integral. First-order perturbation theory then gives

$$\frac{\Delta E^{(1)}}{\Delta E_{\rm contact}}\approx1-Z\frac{\langle s^3\rangle}{\langle s^2\rangle}=1-\frac{8Z}{3\sqrt{\pi\xi}}.$$

The last step uses the Gaussian moment $\langle s^3\rangle=(4\xi^{3/2}/\sqrt\pi)\int_0^\infty s^5e^{-\xi s^2}ds=4/(\sqrt\pi\,\xi^{3/2})$. The correction is of relative order $Zr$ and, unlike the leading term, depends on the shape of the charge distribution.

The orbital also adjusts to the weaker potential. The point-nucleus orbital is a trial function for the finite-nucleus Hamiltonian, with energy $E_{\rm point}+\Delta E^{(1)}$. By the variational principle, the full shift cannot exceed $\Delta E^{(1)}$.

The size of this relaxation can be estimated. Over a distance $r$, a potential change of order $Z/r$ must be balanced by the curvature of $\delta\psi$, of order $\delta\psi/r^2$. This gives $\delta\psi/\psi\sim Zr$, so relaxation changes the shift by another relative amount of order $Zr$.

## Energies of a one-electron ion

Take $Z=10$ and a model radius of 3 fm, or $r=5.6692\times10^{-5}$ bohr. Then $\xi=4.667\times10^8$ bohr$^{-2}$ and

$$\Delta E_{\rm contact}=\tfrac23(10^4)(5.6692\times10^{-5})^2=2.1426\times10^{-5}\ \text{hartree}.$$

The following shifts, in $10^{-5}$ hartree, compare this estimate with energies from a basis of s Gaussians.

| $r$ (fm) | contact | first order | full |
|---|---:|---:|---:|
| 3 | 2.1426 | 2.1411 | 2.1405 |
| 6 | 8.5706 | 8.5586 | 8.5536 |

The full shifts are $5.825\times10^{-4}$ eV and $2.328\times10^{-3}$ eV. For 3 fm, the first-order shift divided by the contact value is 0.999304, in agreement with the cusp correction. The full shift lies below the contact value by $9.86\times10^{-4}$ of that value. Of this, $6.96\times10^{-4}$ comes from the variation of the unperturbed density and the remaining $2.90\times10^{-4}$ from relaxation.

At 6 fm the full relative deviation is $1.974\times10^{-3}$, larger by a factor of 2.002. This agrees with a leading correction linear in $Zr$.

The density at the centre responds more strongly than the energy. In the same basis it drops from 318.303 bohr$^{-3}$ for the point nucleus to 317.976 at 3 fm and 317.642 at 6 fm, relative reductions of about 0.10% and 0.21%. The energy shift at 3 fm is less than one part in a million of the total energy.

## Error analysis of the small difference

**Basis error.** The exponents form a geometric sequence. The point-nucleus energy must be $-Z^2/2=-50$ hartree, which gives a direct measure of the error. With ratio 2 the error is $2.4\times10^{-7}$ hartree, about 1.1% of the 3 fm shift. With ratio 1.7 and 48 functions it is $7.7\times10^{-11}$ hartree, about four parts in a million of that shift. These are errors of one total energy; part of them may cancel in the difference.

The largest exponent, $6.78\times10^{10}$ bohr$^{-2}$, is 145 times $\xi$ at 3 fm, so the basis can describe changes inside the nucleus. The central density for the point nucleus is still low by $2\times10^{-5}$ of its exact value. A finite sum of s Gaussians has zero slope at the centre and cannot form the cusp of the exact orbital.

**Cancellation in the integrals.** For concentric functions, $R=0$, and the point and Gaussian integrals differ by $(2\pi/p)K(1-\sqrt\tau)$. When $p\ll\xi$, $1-\sqrt\tau\approx p/(2\xi)$. For $p=1$ bohr$^{-2}$ and the 3 fm nucleus this is about $10^{-9}$, so direct subtraction in double precision loses about nine of some sixteen digits. The equivalent form

$$1-\sqrt\tau=\frac{1-\tau}{1+\sqrt\tau}=\frac{p}{(p+\xi)(1+\sqrt\tau)}$$

contains no subtraction. For separated centres, the difference should be evaluated from

$$I_{\rm point}-I_{\rm Gauss}=\frac{2\pi}{p}K\int_{\sqrt\tau}^1e^{-pR^2t^2}dt,$$

whose integrand is positive. The length $1-\sqrt\tau$ of the interval must be taken from the subtraction-free form above, with the quadrature points measured down from $t=1$; forming the length from a rounded $\sqrt\tau$ loses most of the same digits again. If $p\ll\xi$ and $p^2R^2\ll\xi$, the interval has length $p/(2\xi)$ and the exponential is nearly constant. The result is $(\pi/\xi)Ke^{-pR^2}$: the contact strength $2\pi r^2/3$ times the orbital product at the nucleus. For functions as steep as the nucleus, $p\sim\xi$, this approximation fails, while the Boys expression remains valid.

**Rounding in the eigenvalue problem.** A normalized s Gaussian of exponent $a$ has kinetic energy $3a/2$, which reaches $10^{11}$ hartree here. Multiplied by the double-precision unit of $2\times10^{-16}$, this gives $2\times10^{-5}$ hartree, as large as the shift sought. It is a scale for the possible error, not a prediction of the actual one, but it rules out trusting a double-precision subtraction without further analysis. The energies above were therefore computed in multiprecision arithmetic; the numerical output lists them with the intermediate quantities.

**Model error.** Numerical convergence does not make the Gaussian a true nuclear profile. Changing the profile at fixed $r$ leaves the contact term unchanged but alters the correction of relative order $Zr$. For a uniformly charged sphere, $\langle s^3\rangle/\langle s^2\rangle=1.076\,r$, compared with $1.228\,r$ for the Gaussian. At 3 fm this difference changes the first-order shift by about $9\times10^{-5}$ of its value. Relaxation also depends on the profile and offsets part of this change, so the full shifts of the two models differ by about $6\times10^{-5}$. Digits beyond that level describe the Gaussian model. Relativity matters far more than the profile: near the nucleus the Dirac 1s density carries an extra factor of roughly $(2Zs)^{-(Z\alpha)^2}$, with $\alpha$ the fine-structure constant. For $Z=10$ and $s=r$ this is about 1.04, so the shift itself rises by a few per cent. The ion energies omit relativity and nuclear motion, so they illustrate the integrals and their small-nucleus limit and are not predictions for a measured spectrum.

## Numbers as computed

```
Part 1: integrals for unit charge, atomic units
model rms radius = 1.0000 bohr, xi = 1.5000 bohr^-2
density by quadrature: norm = 1.00000000, rms = 1.00000000 bohr
a = 0.90, b = 0.50, p = 1.40 bohr^-2
A = (0.000000, 0.000000, 0.000000) bohr
B = (0.600000, -0.400000, 0.800000) bohr
C = (-0.500000, 0.700000, 0.300000) bohr
P = (0.214286, -0.142857, 0.285714) bohr
K = 0.68876362, R^2 = 1.22081633 bohr^2
tau = 0.51724138, sqrt(tau) = 0.71919495
point argument = 1.70914286, F0 = 0.63417599
Gaussian argument = 0.88403941, F0 = 0.76948733
s|s point: formula 1.96034192, quadrature 1.96034192
s|s Gaussian: formula 1.71068536, quadrature 1.71068536
px|pz point: formula -0.06624786, quadrature -0.06624786
px|pz Gaussian: formula -0.10333021, quadrature -0.10333021
dxx|py point: formula 0.24152592, quadrature 0.24152592
dxx|py Gaussian: formula 0.19856577, quadrature 0.19856577
s|s with argument changed but no sqrt(tau): 2.37861146
Part 2: one-electron ion, nonrelativistic, fixed nucleus
Z = 10, s functions = 48, exponents 1.0 to 6.7780e+10 bohr^-2
basis error, ratio 2.0: 2.414e-07 hartree
basis error, ratio 1.7: 7.705e-11 hartree
point nucleus: E = -49.9999999999 hartree
point density at r=0: basis 318.3034, exact 318.3099 bohr^-3
rms radius = 3.0 fm = 5.669178e-05 bohr
  xi = 4.667142e+08 bohr^-2, Z r = 5.669178e-04
  E = -49.9999785947 hartree
  shift, eigenvalues = 2.140526e-05 hartree
  the same shift = 5.824668e-04 eV
  shift, contact formula = 2.142639e-05 hartree
  shift, first order = 2.141147e-05 hartree
  first order/contact = 0.999304, cusp formula = 0.999304
  full shift/contact - 1 = -9.8607e-04
  density at r=0 = 317.9764 bohr^-3
rms radius = 6.0 fm = 1.133836e-04 bohr
  xi = 1.166786e+08 bohr^-2, Z r = 1.133836e-03
  E = -49.9999144635 hartree
  shift, eigenvalues = 8.553638e-05 hartree
  the same shift = 2.327564e-03 eV
  shift, contact formula = 8.570556e-05 hartree
  shift, first order = 8.558629e-05 hartree
  first order/contact = 0.998608, cusp formula = 0.998607
  full shift/contact - 1 = -1.9739e-03
  density at r=0 = 317.6415 bohr^-3
ratio of deviations, 6 fm to 3 fm = 2.0018
```
